Why Photocarrier Sweep-Out Time Levels Off at Large Reverse Bias

**Q.** I remove photocarriers from a silicon waveguide with a reverse-biased p-i-n diode. The first volts shorten the sweep-out time a great deal, the later ones hardly at all. If I double the force on the carriers, why don't they leave in half the time?

**A.** Let us first see where the expectation of half the time comes from. Suppose the intrinsic layer is fully depleted and its width W is fixed by fabrication. With little charge in it, the field is uniform:

E = V/W, V = V_R + V_bi.

V_R is the reverse bias and V_bi the built-in voltage. I use magnitudes for fields and speeds, and q is the elementary charge. By sweep-out time t I mean the time in which the slower carrier, here the hole, crosses the whole layer. If the drift speed were v = μE with constant mobility μ, then

t = W/v = W/(μV/W) = W²/(μV).

This does halve when V doubles. The weak point is the constant μ. At large field the drift speed approaches a limit v_s, so the mobility v/E falls as 1/E. The extra force is still there, but it no longer produces extra drift.

**Q.** Why should there be a limiting speed? The field keeps pushing between collisions.

**A.** The field also heats the carriers, and hot carriers collide more often. A simple model shows how the two effects compensate. Take carriers of mass m in a parabolic band, with energy ε and speed s = √(2ε/m). They emit and absorb phonons of one energy ħω, and each collision randomizes their direction. The collision rate is proportional to the density of final states, g ∝ √ε, hence to s. I write it as s/l, where l is a constant mean free path.

With N the thermal phonon occupation, emission has weight N+1 and absorption weight N. The mean net energy loss per collision is therefore

Δ = ħω[(N+1) − N]/[(N+1) + N] = ħω/(2N+1).

Let F = qE be the force and θ the angle between velocity and force. Write the distribution as f₀(ε) + f₁(ε)cos θ, which assumes weak anisotropy. In steady state the force creates anisotropy at the rate that collisions remove it. Since ∂ε/∂p_z = s cos θ,

F s f₀′ cos θ = −(s/l) f₁ cos θ, so f₁ = −F l f₀′.

The prime means d/dε.

**Q.** That gives the drift once f₀ is known. What fixes f₀, the heating?

**A.** A balance of carrier flow along the energy axis. In the field a carrier's energy changes at the rate F s cos θ. The average of cos²θ over directions is 1/3, so the upward flow through energy ε is

J_up = g F s f₁/3 = −(F² l s/3) g f₀′.

Phonons carry the distribution downwards. The transitions that pass through ε join two energies ħω apart, centred on average at ε. If f₀ varies little over ħω, emission acts on f₀ + (ħω/2)f₀′ and absorption on f₀ − (ħω/2)f₀′. The net combination is

(N+1)[f₀ + (ħω/2)f₀′] − N[f₀ − (ħω/2)f₀′] = f₀ + (2N+1)(ħω/2)f₀′.

Its prefactor is the phonon energy times g times the collision rate per unit of weight, s/[l(2N+1)]. Hence

J_down = Δ (s/l) g [f₀ + (2N+1)(ħω/2)f₀′].

In steady state J_up = J_down. Cancel s g, multiply by l/Δ and collect the terms in f₀′:

f₀ + [(2N+1)ħω/2 + (Fl)²/(3Δ)] f₀′ = 0.

The solution is f₀ ∝ exp(−ε/k_BT_e), with

k_BT_e = (2N+1)ħω/2 + (Fl)²/(3Δ).

The carrier temperature T_e thus grows as the square of the field once the second term dominates.

**Q.** And why does the drift speed stop growing?

**A.** Insert f₀′ = −f₀/k_BT_e into f₁. This gives f₁ = F l f₀/k_BT_e. The drift speed is the average of s cos θ, with the same factor 1/3 as before:

v = (1/3)∫g s f₁dε / ∫g f₀dε = [F l/(3k_BT_e)]⟨s⟩.

For g ∝ √ε, the mean speed is

⟨s⟩ = √(2/m) ∫ε e^(−ε/k_BT_e)dε / ∫√ε e^(−ε/k_BT_e)dε
= √(2/m) (k_BT_e)² / [(√π/2)(k_BT_e)^(3/2)]
= √(8k_BT_e/(πm)).

Therefore

v = (Fl/3) √(8/(πm k_BT_e)).

At large field k_BT_e → (Fl)²/(3Δ), and

v_s = (Fl/3) √(24Δ/(πm F²l²)) = √(8Δ/(3πm)).

Both F and l have dropped out. In physical terms, twice the field gives twice the random speed, so the time between collisions is halved. The velocity gained between collisions is force times time divided by mass, and it stays the same.

The approach to the limit follows from the full k_BT_e. Define x² = (Fl)²/(3Δ) ÷ [(2N+1)ħω/2]. Then v = v_s x/√(1+x²), with x proportional to E. The large-field part needs k_BT_e ≫ ħω. At small field the same condition would require lattice k_BT ≫ ħω, which room-temperature silicon does not meet, so I would not take a low-field mobility from this model.

**Q.** You assumed weak anisotropy and smoothed over the phonon energy. Does the mechanism survive without these steps?

**A.** A Monte Carlo calculation follows individual carriers through free flights and discrete phonon events, without either approximation. I took ħω = 63 meV and 300 K, so N = 0.0958. Speeds are in units of √(ħω/m):

Fl/ħω = 6: simulated 0.832, formula 0.827.
Fl/ħω = 12: simulated 0.842, formula 0.840.

Doubling the field raises the speed by about 1 %. Meanwhile the mean energy rises from 22.9 to 86.8 ħω, where (3/2)k_BT_e gives 22.3 and 86.7. These fields are chosen to test the model's limit: 86.8 ħω is about 5.5 eV, far above the range where a parabolic band describes silicon.

A control run keeps the field and the phonons but makes the collision rate independent of energy. The speeds become 5.90 and 11.80. Within sampling noise these are 6 and 12, force times mean free time divided by mass, so the speed doubles. In that run phonons cannot carry off the field's power, and the carriers go on heating, yet the drift does not saturate. In a parabolic band, heating alone is therefore not enough; the collision rate must rise with energy.

With m = 0.26 electron masses, the model's limit is 1.74×10⁷ cm/s. The rough value I use below for electrons in silicon is 1.05×10⁷ cm/s. The model gives the mechanism and the order of magnitude, but its single parabolic band and single phonon are too simple for the number. The diode is also outside the model's large-field range: if l is 5 to 10 nm, a field of 100 kV/cm gives Fl/ħω of only about 0.8 to 1.6. For the device I therefore use a fitted mobility law.

**Q.** Then put that law into my diode. What is the sweep-out time?

**A.** The usual fitted form is

μ_eff = μ/[1 + (μE/v_s)^b]^(1/b), b ≥ 1,

where μ is now the low-field mobility. The large-field formula of the phonon model has this form with b = 2, although the μ in it is not the model's true low-field mobility. The silicon values I use below have a smaller b and so a more gradual approach to the limit. Since v = μ_eff E,

1/v = [1 + (μE/v_s)^b]^(1/b)/(μE) = [(1/(μE))^b + (1/v_s)^b]^(1/b).

The second form follows by taking 1/(μE) inside the root as its b-th power. Multiply by W and use E = V/W:

t = [(W²/(μV))^b + (W/v_s)^b]^(1/b).

The first term is the constant-mobility time, and bias reduces it. The second contains no voltage. At large V the time approaches the floor W/v_s from above.

The two terms are equal at V_c = W v_s/μ. Taking W/v_s out of the root gives

t = (W/v_s)[1 + (V_c/V)^b]^(1/b).

**Q.** How do I tell whether another volt is worth applying?

**A.** Ask what fractional reduction in time you get for a small fractional increase in total voltage, at fixed W. From

ln t = ln(W/v_s) + (1/b) ln[1 + (V_c/V)^b]

it follows that

−d ln t/d ln V = (V_c/V)^b/[1 + (V_c/V)^b] = 1/[1 + (V/V_c)^b].

Call this the return on bias. It is near 1 for V ≪ V_c, where the constant-mobility rule holds, and tends to zero for V ≫ V_c. In that second limit, expanding the root gives

t ≈ (W/v_s)[1 + (1/b)(V_c/V)^b].

What remains to be gained is this small excess.

**Q.** My intrinsic region is about a micrometre wide. Give me numbers.

**A.** Take W = 1000 nm and V_bi = 0.9 V. Rough values for holes in silicon at 300 K are μ = 450 cm²/Vs, v_s = 8.0×10⁶ cm/s and b = 1.2. With W = 10⁻⁴ cm,

W/v_s = 10⁻⁴/(8.0×10⁶) s = 12.5 ps,
V_c = 10⁻⁴ × 8.0×10⁶/450 V = 1.78 V.

At 10 V reverse bias, V = 10.9 V and V_c/V = 0.163. Then

t = 12.5 ps × (1 + 0.163^1.2)^(1/1.2) = 13.7 ps.

The same formula gives, with the constant-mobility time in brackets:

0 V: 33.5 ps (24.7 ps), return 0.69
2 V: 18.1 ps (7.7 ps), return 0.36
5 V: 14.9 ps (3.8 ps), return 0.19
10 V: 13.7 ps (2.0 ps), return 0.10
20 V: 13.0 ps (1.1 ps), return 0.05

The 0 V time is somewhat too short: without reverse bias, carriers spilling in from the contacts weaken the field in the middle of the layer.

Going from 10 to 20 V shortens the hole time by 4.6 %, although the constant-mobility time nearly halves. Electrons, with rough values μ = 1400 cm²/Vs, v_s = 1.05×10⁷ cm/s and b = 1.1, need 10.0 ps at 10 V. They are faster at every bias in the calculation, so the holes set the clearing time.

To come within a fraction p of the floor, set [1 + (V_c/V)^b]^(1/b) = 1 + p. Raising both sides to the power b and solving gives

V = V_c/[(1+p)^b − 1]^(1/b).

For p = 0.1 this is 10.3 V in total, or 9.4 V of reverse bias. These figures are sensitive to the fitted b. A hole fit with b = 1 and V_c = 1.95 V needs V_c/p = 19.5 V in total, and gains about 7 % instead of 4.6 % between 10 and 20 V.

**Q.** What does the extra voltage do, if it doesn't buy speed?

**A.** It does more work on each pair. If a hole travels a distance x to one side, its electron travels W − x to the other. The field's work is qEx + qE(W − x) = qV, wherever the pair was created. That is 10.9 eV per pair at 10 V and 20.9 eV at 20 V. Apart from energy spent on creating new pairs, this work ends as heat. Near the floor you almost double the heat per pair for a few per cent in time. At 20 V the impact ionization discussed below adds roughly a tenth more pairs for light absorbed in the middle, so the heat per photogenerated pair slightly more than doubles.

**Q.** Could a better-shaped field beat the floor at the same voltage?

**A.** Not within this mobility law. At every point v < v_s, so the crossing time ∫dx/v exceeds W/v_s for any profile.

For a carrier that crosses the whole layer, the uniform field is in fact the fastest choice at given V and W. To see this, put y = 1/(μE), c = 1/v_s and G(y) = (y^b + c^b)^(1/b), so that 1/v = G. Then

G′ = y^(b−1)(y^b + c^b)^(1/b−1) > 0,
G″ = (b−1)c^b y^(b−2)(y^b + c^b)^(1/b−2) ≥ 0,

where these primes mean d/dy. Since y is a convex function of E,

d²G/dE² = G″(dy/dE)² + G′ d²y/dE² > 0.

For a convex function, the average of 1/v over the layer is at least the value of 1/v at the average field, V/W. Time lost where the field is weak is not recovered where it is strong. Pairs made near the middle are a different case. The electrons have time to spare, so a stronger field on the holes' side clears the layer somewhat faster, although a hole from the middle still needs more than W/(2v_s).

For example, fixed charge of density n = 10¹⁵ cm⁻³ changes the field across the layer by qnW/ε_s = 15.5 kV/cm, by Gauss's law with permittivity ε_s. At zero bias the mean field is 9.0 kV/cm, and the hole time grows by 36 %. At 10 V the mean field is 109 kV/cm, and it grows by 0.02 %.

**Q.** So what would make my diode faster?

**A.** A shorter path. At 10 V, halving W to 500 nm gives a hole time of 6.5 ps and a floor of 6.25 ps. The price is a field of 218 kV/cm, at which the impact ionization discussed below matters too, and, for the same height and length, twice the parallel-plate capacitance. In a waveguide there is a further price: at this width the doped contacts reach into the tail of the optical mode, and their free carriers absorb much more light.

The fixed width matters to the whole argument. In a uniformly doped one-sided junction, W grows as √V. For a carrier that crosses the entire depleted layer, the floor W/v_s then rises with bias.

**Q.** How close is this to a real waveguide diode?

**A.** A width near a micrometre and biases up to about 20 V are realistic for silicon rib waveguides from which carriers made by two-photon absorption are removed. At roughly 30 V, a layer of this width approaches avalanche breakdown. Light is concentrated near the middle, so a typical hole travels about W/2 and takes about 6.8 ps at 10 V, not 13.7 ps. This treats the contacts as plane and as high as the guide. In a rib they usually sit in the thinner slab beside it, so the field in the raised core is weaker than V/W, and holes made near its top can leave later. The assumption of few photocarriers can also fail. If carriers of one sign remain across the layer, the estimate qnW/ε_s applies to them too. It scales with n, so 2×10¹⁶ cm⁻³ would give about 310 kV/cm. For uniform charge the field departs from its mean by half of this, about 155 kV/cm, at the two edges. That is more than the mean field of 109 kV/cm at 10 V, so near one edge the field would even reverse. The uniform-field result then fails, and additional bias can help by restoring the field there.

**Q.** And the other effects you left out?

**A.** With rough inputs, they compare with the 4.6 % gain as follows.

Impact ionization is the main objection to 20 V. An electron makes about 0.0009 new pairs per crossing at 10 V, but about 0.19 at 20 V. A pair made near the end of the electron's path leaves a hole that must cross almost the whole layer. Clearing can then take up to about 9.8 + 13.0 = 22.8 ps, which outweighs the gain in drift time. Interband tunnelling is negligible here, with an exponent of about 96.

Diffusion spreads the hole arrivals by about 2.4 ps at 10 V, if the low-field diffusion constant is used. This is larger than the 0.6 ps gained between 10 and 20 V, so the last few carriers leave later than the drift time says. Operation at 350 K raises the phonon model's floor by 3.8 %; fits to measured hole speeds in silicon give roughly twice that, more than the gain from 10 to 20 V. At 20 V, depletion extends about 13.5 nm into each contact doped at 10¹⁸ cm⁻³. Recombination with a 1 ns lifetime removes about 1.4 % of the holes during a full crossing at 10 V.

The limiting speed itself assumes that carriers have time to heat. Before that they can drift faster than v_s. With an energy relaxation time of 0.3 ps, this phase takes about 2 % of the crossing at 10 V. It would matter for layers of a few tens of nanometres, since v_s × 0.3 ps = 24 nm.

Finally, the electrical signal has its own delay. For a guide 220 nm high and 1 mm long with a 50 Ω load, RC is about 1.1 ps without fringing fields. That is a lower estimate: the layer is much wider than the guide is high, so fringing can make the total several times larger. Above about 2 V, bias changes the capacitance by only a few per cent; near zero bias, carriers spilling in from the contacts make it somewhat larger. A lumped RC is also only a rough guide at this length: with a group index near 4, light needs about 13 ps to travel 1 mm, as long as the hole time. The main values are in the numerical output below.

Calculated quantities

```
Phonon energy 63 meV, mass 0.26 m_e, T 300 K, N = 0.0958
Model limiting speed: 0.844 sqrt(hw/m) = 1.74e+07 cm/s
qEl/hw = 6: MC speed 0.832, formula 0.827 sqrt(hw/m)
   mean energy MC 22.9, formula 22.3 hw; phonon/field power 1.002
   control, constant collision rate: speed 5.90 sqrt(hw/m)
qEl/hw = 12: MC speed 0.842, formula 0.840 sqrt(hw/m)
   mean energy MC 86.8, formula 86.7 hw; phonon/field power 0.997
   control, constant collision rate: speed 11.80 sqrt(hw/m)
Width W = 1000 nm, built-in voltage 0.9 V
Hole: mu 450 cm2/Vs, vs 8.00e+06 cm/s, b 1.2
   floor W/vs 12.50 ps, corner voltage 1.78 V
Electron: mu 1400 cm2/Vs, vs 1.05e+07 cm/s, b 1.1
   floor W/vs 9.52 ps, corner voltage 0.75 V
Columns: reverse bias V | field kV/cm | hole time ps | electron time ps | constant-mobility hole time ps | hole return on bias
  0 |    9.0 |  33.49 |  16.40 |  24.69 | 0.694
  1 |   19.0 |  21.56 |  12.59 |  11.70 | 0.480
  2 |   29.0 |  18.07 |  11.46 |   7.66 | 0.357
  5 |   59.0 |  14.92 |  10.42 |   3.77 | 0.192
 10 |  109.0 |  13.67 |   9.98 |   2.04 | 0.102
 20 |  209.0 |  13.04 |   9.75 |   1.06 | 0.049
Hole time drop from 10 to 20 V: 4.6 %
Field work per pair at 10 and 20 V bias: 10.9 and 20.9 eV
Total voltage for 10 % above floor: 10.32 V; reverse bias 9.42 V
Half width 500 nm at 10 V bias: hole time 6.51 ps, floor 6.25 ps, field 218 kV/cm
Sizes of neglected effects (rough inputs):
Ionizations per electron crossing: 10 V 8.8e-04, 20 V 0.19
Tunnelling exponent at 20 V: 96 (field scale 20 MV/cm)
Fixed charge 1e+15 cm^-3: field swing 15.5 kV/cm
   hole time longer by 36.3 % at 0 V, 0.02 % at 10 V
Diffusion (low-field D 11.6 cm2/s), 10 V: mean dwell 6.62 ps, drift only 6.84 ps
   rms arrival spread 2.44 ps
Depletion creep at 20 V, contacts 1e+18 cm^-3: 13.5 nm per side
Model rise of floor at 350 K: 3.8 %
Energy relaxation 0.3 ps / hole time at 10 V: 2.2 %
Hole time at 10 V / lifetime 1 ns: 1.4 %
RC: 50 ohm, height 220 nm, length 1 mm, no fringing: 1.14 ps
```
